\section*{Fang-Howard energy in a linear potential and its variational error}

\section*{Question}

I am working on electron subbands at a semiconductor surface. To understand the Fang-Howard function
\begin{equation}
\psi_b(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2},\qquad z>0,
\end{equation}
I want to try it on the simplest case: a hard wall at $z=0$, a potential energy $eFz$ with constant field $F$, and no Hartree potential from the inversion electrons. I have been told that the minimized energy then lies about 5.9 percent above the exact ground level.

I can set up the minimization, but I am stuck on the comparison. Where does the exact level come from, if I don't want to copy an Airy zero from a table? Why should the percentage be the same for every mass and field? And does 5.9 percent tell me how far to trust the level in a real channel, say germanium (111) near threshold?

\section*{Answer}

Take $e>0$ and $F>0$, and measure energy from the conduction-band edge at the interface. With $m$ the effective mass normal to the surface, the problem is
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0,\quad \psi(\infty)=0 .
\end{equation}

\subsection*{Removing the mass and the field}

Put $z=lx$. The kinetic term acquires the factor $\hbar^2/(2ml^2)$ and the potential the factor $eFl$. Choose $l$ so that the two are equal:
\begin{equation}
l=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad
E_0=eFl=\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.
\end{equation}
Dividing by $E_0$ and writing $\varepsilon=E/E_0$ gives
\begin{equation}
-\psi''+x\psi=\varepsilon\psi. \label{red}
\end{equation}
No parameter is left. The trial family keeps its form, with $\beta=bl$ in place of $b$. Both the exact and the variational energy are therefore pure numbers times $E_0$, and their ratio cannot depend on $m$ or $F$.

\subsection*{The variational energy}

The normalized trial function is $\phi=\sqrt{\beta^3/2}\,x\,e^{-\beta x/2}$. All integrals follow from $\int_0^\infty x^n e^{-\beta x}dx=n!/\beta^{n+1}$. Since $\phi$ vanishes at both ends, integration by parts turns $-\int\phi\phi''dx$ into $\int\phi'^2dx$, so
\begin{align}
\langle T\rangle&=\frac{\beta^3}{2}\int_0^\infty\left(1-\frac{\beta x}{2}\right)^2e^{-\beta x}dx\nonumber\\
&=\frac{\beta^3}{2}\left(\frac1\beta-\frac{\beta}{\beta^2}+\frac{\beta^2}{4}\,\frac{2}{\beta^3}\right)
=\frac{\beta^3}{2}\,\frac{1}{2\beta}=\frac{\beta^2}{4},\\
\langle x\rangle&=\frac{\beta^3}{2}\,\frac{3!}{\beta^4}=\frac3\beta .
\end{align}
The energy to be minimized is
\begin{equation}
\varepsilon(\beta)=\frac{\beta^2}{4}+\frac{3}{\beta},\qquad
\varepsilon'(\beta)=\frac{\beta}{2}-\frac{3}{\beta^2}=0
\;\Rightarrow\;\beta^3=6 .
\end{equation}
The second derivative, $1/2+6/\beta^3$, is positive for all $\beta>0$, so this is the unique minimum. There $3/\beta=\beta^3/(2\beta)=\beta^2/2$, and hence
\begin{equation}
\varepsilon_{\rm FH}=\frac{\beta^2}{4}+\frac{\beta^2}{2}=\frac34\,6^{2/3}=2.47645 .
\end{equation}
In ordinary units, using $E_0=\hbar^2/(2ml^2)$,
\begin{equation}
b^3=\frac{12meF}{\hbar^2},\qquad E_{\rm FH}=\frac{3\hbar^2b^2}{8m}.
\end{equation}

\subsection*{The exact level without a table}

With $y=x-\varepsilon$, equation (\ref{red}) becomes $\psi''=y\psi$. A power series $\sum a_ny^n$ requires $a_2=0$ and $(n+3)(n+2)a_{n+3}=a_n$. This gives two independent solutions,
\begin{align}
f&=1+\frac{y^3}{2\cdot3}+\frac{y^6}{2\cdot3\cdot5\cdot6}+\dots,\\
g&=y+\frac{y^4}{3\cdot4}+\frac{y^7}{3\cdot4\cdot6\cdot7}+\dots
\end{align}
Both grow for $y>0$. We need the combination $D=f-rg$ that decays.

The quantity $fg'-f'g$ has zero derivative and equals 1 at $y=0$. Therefore $(f/g)'=-1/g^2$ for $y>0$, and $f/g$ falls to a limit, which we call $r$. Integrating from $y$ to infinity,
\begin{equation}
D(y)=g(y)\int_y^\infty\frac{dt}{g(t)^2}
\le \frac{g(y)}{g'(y)}\int_y^\infty\frac{g'(t)}{g(t)^2}dt=\frac{1}{g'(y)} .
\end{equation}
The inequality holds because $g''=yg>0$ makes $g'$ increase. So $D$ is positive and decays. Any solution not proportional to $D$ contains some $g$ and grows.

To find $r$, compare the terms of index $k$. The denominators are products of $(3j-1)(3j)=9j(j-\tfrac13)$ for $f$ and of $(3j)(3j+1)=9j(j+\tfrac13)$ for $g$. Writing the products as Gamma functions,
\begin{equation}
\frac{f_k}{g_k}=\frac1y\,\frac{\Gamma(2/3)}{\Gamma(4/3)}\,\frac{\Gamma(k+4/3)}{\Gamma(k+2/3)}
\simeq\frac{k^{2/3}}{y}\,\frac{\Gamma(2/3)}{\Gamma(4/3)} .
\end{equation}
At large $y$ the sums are dominated by terms near the largest one. Successive terms have the ratio $y^3/(9k^2)$, which is 1 at $k=y^{3/2}/3$. The peak has a width of order $\sqrt k$, so its relative width vanishes and $k^{2/3}$ may be replaced by $y/3^{2/3}$. With $\Gamma(4/3)=\Gamma(1/3)/3$,
\begin{equation}
r=\frac{3^{1/3}\,\Gamma(2/3)}{\Gamma(1/3)}=0.729011 .
\end{equation}

The wall is at $x=0$, that is $y=-\varepsilon$, so the levels obey $f(-\varepsilon)=r\,g(-\varepsilon)$. Summing the series at $\varepsilon=2.33811$ gives $f=-0.369104$ and $g=-0.506307$. The product $rg$ is $-0.36910$, which satisfies the condition.

Is this the lowest root? There is none at $y\ge0$, where $D>0$. For $-2.338<y<0$ the equation $D''=-|y|D$ oscillates no faster than a sine of wave number $\sqrt{2.338}$, so another zero must lie at least $\pi/\sqrt{2.338}\approx2.05$ to the right of $-2.338$, within 0.29 of the origin. But $D(0)=1$ and $D'(0)=-0.73$, and over a distance of 0.29 the slope changes by less than 0.06. Going left from the origin, $D$ rises there and has no zero. Hence $\varepsilon_1=2.33811$ is the ground level, and
\begin{equation}
\frac{E_{\rm FH}}{E_1}=\frac{2.47645}{2.33811}=1.0592 .
\end{equation}
The excess is 5.9 percent of the exact energy, measured from the band edge at the wall.

\subsection*{What the error says about the wave function}

Expand $\phi=\sum_nc_n\psi_n$ in the exact normalized states. The potential rises without limit, so the spectrum is discrete, and
\begin{equation}
\varepsilon_{\rm FH}-\varepsilon_1=\sum_n|c_n|^2(\varepsilon_n-\varepsilon_1)
\ge(\varepsilon_2-\varepsilon_1)\left(1-|c_1|^2\right).
\end{equation}
This shows why the error is positive, and it bounds the admixture of excited states. The next root of $f(-\varepsilon)=r\,g(-\varepsilon)$ is $\varepsilon_2=4.08795$, and the bound is $1-|c_1|^2\le0.0791$. Direct integration gives 0.033.

The mean depth is too large by the same 5.9 percent. Stretch a normalized state to $\sqrt\lambda\,\psi(\lambda x)$: its energy is $\lambda^2\langle T\rangle+\langle x\rangle/\lambda$. For the exact ground state this is stationary at $\lambda=1$. For the optimized Fang-Howard state it is too, because stretching only changes $\beta$. Thus $2\langle T\rangle=\langle x\rangle$ and $\langle x\rangle=2\varepsilon/3$ in both cases, which gives 1.651 against 1.559.

The shape is wrong in two places. Far out, $\psi''\simeq x\psi$ makes the exact function fall as $\exp(-\tfrac23x^{3/2})$ to leading order in the exponent, faster than the simple exponential of the trial function. The probability beyond $x=4$ is 0.0242 for Fang-Howard and 0.0022 for the exact state. At the wall, (\ref{red}) requires $\psi''(0)=0$, whereas $\phi''(0)=-\beta\phi'(0)$.

The function $x\exp[-(cx)^{3/2}/2]$ has the right power in the tail and also zero curvature at the wall. Minimizing over $c$ gives $2.34723$, an excess of 0.39 percent. Changing the exponent thus removes most of the error, though this comparison does not separate the tail from the wall.

\subsection*{When the inversion charge returns}

Let the sheet density be $N$, all in the Fang-Howard state, and let $F$ now denote the field of the depletion charge at the surface. By Gauss's law the extra field at depth $z$ comes from the electrons lying deeper. Their fraction is $S=e^{-t}(1+t+t^2/2)$ with $t=bz$. The extra potential energy, taken as zero at the wall, has slope $e^2NS/\epsilon$, where $\epsilon$ is the semiconductor permittivity. Averaging it over the density $-dS/dz$ and integrating by parts,
\begin{equation}
\langle V_s\rangle=\frac{e^2N}{\epsilon b}\int_0^\infty e^{-2t}\left(1+t+\frac{t^2}{2}\right)^2dt=\frac{33}{16}\,\frac{e^2N}{\epsilon b}. \label{har}
\end{equation}
The level shifts by all of $\langle V_s\rangle$. The total energy per electron contains half of it, since each pair counts once, and it is this total that is minimized:
\begin{equation}
\frac{\hbar^2b^2}{8m}+\frac{3e}{b}\left(F+\frac{11}{32}\frac{eN}{\epsilon}\right)
\;\Rightarrow\;
b^3=\frac{12me}{\hbar^2}\left(F+\frac{11}{32}\frac{eN}{\epsilon}\right).
\end{equation}
For $N\to0$ this returns the result above. At finite $N$ the potential is no longer linear, a second parameter enters, and the 5.9 percent is no longer guaranteed.

\subsection*{Germanium (111) near threshold}

Take rough typical values: normal mass $1.6\,m_0$ (the valley whose long axis is normal to the surface), relative permittivity 16, acceptor density $10^{17}\,\mathrm{cm^{-3}}$ and $F=0.1$ MV/cm, which is 0.01 V/nm. Then $l=1.335$ nm and
\begin{align}
E_0&=0.01\times1.335\ \mathrm{eV}=13.35\ \mathrm{meV},\\
b&=1.81712/1.335=1.361\ \mathrm{nm^{-1}},\\
E_{\rm FH}&\approx33.1\ \mathrm{meV},\qquad E_1\approx31.2\ \mathrm{meV}.
\end{align}
A finite-difference diagonalization with these parameters also gives 31.2 meV. The variational error is 1.85 meV, and the mean depths are 2.2 nm and 2.1 nm. Whether that error matters depends on what the linear model leaves out.

\begin{itemize}
\item \textit{Curved depletion potential.} The field falls to zero over the width $W=\epsilon F/(eN_A)=88$ nm, with $N_A$ the acceptor density. This adds $-eFz^2/(2W)$ and lowers the level by 0.30 meV.
\item \textit{Hartree charge.} At the classical threshold the electron density at the surface equals $N_A$ and decays over the length $k_BT/(eF)$, so $N=N_Ak_BT/(eF)=2.6\times10^{10}\,\mathrm{cm^{-2}}$ at 300 K. This classical count is too high here, because quantization lowers the density at the same band bending: summing the hard-wall subbands of all four valleys in the linear potential gives about 0.4 of it, and the shifts below scale down in proportion. For this $N$, equation (\ref{har}), which puts all electrons in the lowest subband, gives $+0.44$ meV. At 300 K most of them are in other subbands (see below) and lie deeper on average, which raises the shift. The slope of the extra potential cannot exceed $e^2N/\epsilon$, so the shift stays below $3e^2N/(\epsilon b)=0.64$ meV. With all electrons in the lowest subband and $b$ held fixed, the shift would equal the variational error at $1.1\times10^{11}\,\mathrm{cm^{-2}}$.
\item \textit{Finite barrier.} In the oxide $\psi\propto e^{\kappa z}$. Continuity of $\psi$ and $\psi'/m$ gives $\psi(0)=\delta\,\psi'(0)$ with $\delta=m_{\rm ox}/(m\kappa)$, as if the wall stood at $-\delta$. The level drops by about $eF\delta$. Solving the matching condition itself gives a drop of 0.48 meV for a rough barrier of 2 eV and oxide mass of $0.3\,m_0$; a barrier of 1 eV would give 0.68 meV.
\item \textit{Image charge.} For relative permittivities $k_s$ and $k_{\rm ox}$, the image is $(k_s-k_{\rm ox})/(k_s+k_{\rm ox})$ times the electron charge, at distance $2z$. Its energy, with the factor $1/2$ for an induced charge, is
\begin{equation}
V_{\rm im}=\frac{e^2(k_s-k_{\rm ox})}{16\pi\epsilon_0k_s(k_s+k_{\rm ox})z}.
\end{equation}
For a thick oxide with $k_{\rm ox}=6$ and a hard wall at the image plane the level rises by 6.0 meV. The $1/z$ form fails at atomic distances; replacing $z$ by $z+0.2$ nm reduces the shift to about 5 meV.
\end{itemize}

The image shift is about three times the variational error, so replacing the Fang-Howard energy by the exact Airy energy does not by itself make the device level accurate to 2 meV. The image estimate also depends on the gate stack: its sign reverses for a thick insulator with $k_{\rm ox}>k_s$, and a thin film under a metal gate needs its own calculation. Exchange and correlation are absent throughout.

Temperature decides how much of the charge sits in this level. In the linear potential the second subband lies 23 meV above the first, while $k_BT=26$ meV at 300 K. The other three L valleys are tilted, with $\cos\theta=1/3$ between their long axes and the normal. Their normal mass follows from
\begin{equation}
\frac{m_0}{m_z}=\frac{1/9}{1.6}+\frac{8/9}{0.082}\;\Rightarrow\;m_z=0.092\,m_0,
\end{equation}
where $0.082\,m_0$ is the transverse mass. Since $E_0\propto m^{-1/3}$, their lowest level with a hard wall is at 81 meV, but they have a larger density of states. With Boltzmann occupation of both ladders, taken in the linear potential, only about a quarter of the electrons are in the lowest subband at 300 K. At 77 K, with the field held at the same value, the share is 96 percent. Both shares assume a hard wall and no image. For the light tilted valleys $\delta$ is 17 times larger, about 0.8 nm, and the 2 eV barrier lowers their level by 8 meV; with barrier, image (capped at 0.2 nm) and curvature together the shares fall to about 19 and 92 percent. So 2.2 nm is the depth of one subband, not of the whole room-temperature channel.

The chosen case is a lightly loaded one. A scaled transistor in strong inversion has larger surface fields and far more inversion charge than assumed here, so the Hartree term cannot be dropped. Without drain bias, band-to-band tunnelling is closed in this example: the band bending of 0.44 eV is below the rough gap of 0.66 eV, so the surface conduction edge stays above the bulk valence edge. A drain bias can remove that protection. Nonparabolicity and the higher $\Gamma$ and $\Delta$ valleys have not been sized.

To answer your last question: 5.9 percent measures the trial function against the exact solution of the same linear model. It does not measure that model against a transistor. The numerical output below lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
optimal beta = b l: 1.81712
Fang-Howard energy / E0: 2.47645
series limit r = f/g: 0.729011
f at y = -eps1: -0.369104
g at y = -eps1: -0.506307
exact ground energy eps1: 2.33811
exact second level eps2: 4.08795
excess of Fang-Howard energy: 5.92 percent
mean x, Fang-Howard: 1.6510
mean x, exact: 1.5587
squared overlap with exact state: 0.9673
1 - squared overlap: 0.0327
upper bound on that deficit: 0.0791
probability beyond x = 4, Fang-Howard: 0.0242
probability beyond x = 4, exact: 0.0022
energy / E0 with 3/2-power exponent: 2.34723
its excess: 0.39 percent
Ge (111) example, rough parameters
normal mass: 1.60 m0
transverse mass: 0.082 m0
Ge relative permittivity: 16
field: 0.10 MV/cm
acceptor density: 1.0e+17 cm^-3
length l: 1.335 nm
energy unit E0: 13.35 meV
optimal b: 1.361 nm^-1
Fang-Howard energy: 33.07 meV
exact energy: 31.22 meV
grid energy: 31.22 meV
variational error: 1.85 meV
mean depth, Fang-Howard: 2.205 nm
mean depth, exact: 2.081 nm
depletion width: 88.4 nm
band bending: 0.442 eV
threshold bending at 300 K: 0.440 eV
Ge gap (rough input): 0.66 eV
depletion curvature shift: -0.30 meV
classical threshold sheet density: 2.59e+10 cm^-2
Hartree shift at that density: 0.44 meV
density where Hartree = error: 1.08e+11 cm^-2
oxide barrier (rough input): 2.0 eV
oxide mass (rough input): 0.3 m0
penetration shift: -0.48 meV
oxide relative permittivity (rough input): 6
image shift: 6.01 meV
thermal energy at 300 K: 25.85 meV
gap to second subband: 23.37 meV
normal mass, tilted valleys: 0.0917 m0
lowest level, tilted valleys: 81.0 meV
lowest-subband share at 300 K: 25.8 percent
lowest-subband share at 77 K: 96.3 percent
\end{verbatim}
